\section*{Local Temperature from a Heated Probe without the Contact Resistance}

\section{One reading, two unknowns}

Q: A hot tip touches a warm device, and heat flows between them through a contact whose resistance nobody knows. The flow depends on the temperature difference and on the resistance. How can it give the temperature?

A: One steady flow cannot. Suppose, however, that the device is driven periodically, so that its local temperature rise above the bath, with the probe absent, is $\theta g(t)$. The waveform $g$ is known and has maximum 1; the peak rise $\theta$ is unknown. Let $\Theta(t)$ be the heater's rise above the same bath, and $q(t)$ the heat flow from heater to sample, positive when the sample gains heat. The mean and the oscillation of $q$ are two data for two unknowns.

The numbers below are in SI units, with some lengths quoted in nm. The relations keep their form in atomic units, with temperature as an energy and thermal resistance as a time.

Q: The probe is hot. It warms the spot it is meant to measure.

A: It does, and this can be included. Assume that the sample conducts linearly and responds quickly compared with the drive period. Its rise under the tip is then the sum of two responses,
\begin{equation}
s=\theta g+qR_s ,
\end{equation}
where $R_s$ is the resistance from the contact point through the sample to the bath. With tip-sample resistance $R_{ts}$, the flow is $q=(\Theta-s)/R_{ts}$. Inserting $s$ and collecting $q$,
\begin{equation}
q(R_{ts}+R_s)=\Theta-\theta g
\quad\Rightarrow\quad
q=\frac{\Theta-\theta g}{R},\qquad R=R_{ts}+R_s .
\label{flow}
\end{equation}
The disturbance has become part of the unknown resistance. What remains beside $\Theta$ is the undisturbed rise, which is the quantity wanted.

\section{Eliminating the resistance}

Q: Then eliminate $R$, and say what you assume about it.

A: I assume that $R$ is constant in time and the same for steady and oscillating flow. For a periodic quantity $X$ with angular frequency $\Omega$, define $X_n=\langle X e^{-in\Omega t}\rangle$, averaged over a period. Thus $X_0$ is the mean, and $-A\cos\Omega t$ has $X_1=-A/2$. Equation (\ref{flow}) gives
\begin{equation}
Rq_0=\Theta_0-\theta g_0,\qquad Rq_1=\Theta_1-\theta g_1 .
\end{equation}
Multiply the first by $q_1$ and the second by $q_0$. The left sides are equal, so
\begin{equation}
q_1\Theta_0-\theta q_1g_0=q_0\Theta_1-\theta q_0g_1,
\end{equation}
and therefore
\begin{equation}
\theta=\frac{q_1\Theta_0-q_0\Theta_1}{q_1g_0-q_0g_1}.
\label{general}
\end{equation}

Q: The denominator might vanish.

A: Put the two flows into it. The terms in $\theta$ cancel:
\begin{equation}
q_1g_0-q_0g_1
=\frac{(\Theta_1-\theta g_1)g_0-(\Theta_0-\theta g_0)g_1}{R}
=\frac{g_0\Theta_1-g_1\Theta_0}{R}.
\label{det}
\end{equation}
The method fails if the heater's mean and first harmonic stand in the same ratio as those of $g$.

Q: When would that happen?

A: With an unheated sensor and a slow drive. Let $R_l$ be the resistance of the lever between sensor and bath. Without heater power or heat storage, $\Theta/R_l+(\Theta-\theta g)/R=0$, so
\begin{equation}
\Theta=\frac{R_l}{R+R_l}\,\theta g .
\end{equation}
The readings contain $\theta$ and $R$ in the single combination $\theta/(R+R_l)$. A cool sample with a good contact and a hotter one with a poorer contact look identical. Heating the probe adds a temperature difference that does not follow $g$, and this separates them.

\section{From heat flow to thermometer readings}

Q: You treat $q$ as measured. A probe reports its own temperature.

A: Hold the heater power $P_h$ constant and write the energy balance of a heater with heat capacity $C$:
\begin{equation}
C\dot\Theta=P_h-\frac{\Theta}{R_l}-q .
\end{equation}
Out of contact, $q=0$ and the steady rise is $\Theta_{\rm off}=P_hR_l$. In contact, the mean of $\dot\Theta$ is zero and its first harmonic is $i\Omega\Theta_1$. With $\tau=R_lC$ and $\lambda=1+i\Omega\tau$,
\begin{equation}
q_0=\frac{\Theta_{\rm off}-\Theta_0}{R_l},\qquad
q_1=-\frac{\lambda\Theta_1}{R_l}.
\label{sensorflow}
\end{equation}
The minus sign says that the heater is warmer when less heat leaves it. The numerator of (\ref{general}) becomes
\begin{align}
q_1\Theta_0-q_0\Theta_1
&=-\frac{\Theta_1}{R_l}\left[\lambda\Theta_0+\Theta_{\rm off}-\Theta_0\right]\nonumber\\
&=-\frac{\Theta_1}{R_l}\left[\Theta_{\rm off}+(\lambda-1)\Theta_0\right],
\end{align}
and its denominator is $-[\lambda\Theta_1g_0+(\Theta_{\rm off}-\Theta_0)g_1]/R_l$. The lever resistance cancels:
\begin{equation}
\theta=\frac{\Theta_1\left[\Theta_{\rm off}+(\lambda-1)\Theta_0\right]}
{\lambda\Theta_1g_0+(\Theta_{\rm off}-\Theta_0)g_1}.
\label{working}
\end{equation}
Three temperature readings, the waveform and the sensor's time constant suffice in this model.

Q: Give me a case in which I can see why it works.

A: Take a sinusoidal current of angular frequency $\omega$ without offset, in a device of constant electrical resistance. Joule heating gives $g=\sin^2\omega t=(1-\cos\Omega t)/2$ with $\Omega=2\omega$, hence $g_0=1/2$ and $g_1=-1/4$. For a fast sensor, $\lambda=1$. Write $\Theta=\Theta_0-A\cos\Omega t$ and $D=\Theta_{\rm off}-\Theta_0$, so that $\Theta_1=-A/2$. Then
\begin{equation}
\theta=\frac{-A\Theta_{\rm off}/2}{-A/4-D/4}
=\frac{2A\,\Theta_{\rm off}}{A+D}.
\label{fast}
\end{equation}
At $t=0$ the undriven sample has $g=0$, and the heater lies $A+D$ below its out-of-contact value. That drop calibrates the contact against a known difference, heater to bath. The full swing of the heater during the cycle is $2A$. The ratio of swing to calibrating drop is $\theta/\Theta_{\rm off}$.

Q: This relies on the resting sample being at bath temperature.

A: Yes. An unmodulated background rise would enter $q_0$ and be misread as a change of contact. It must be absent or separately known.

Q: And if the sample is hot enough for the mean flow to vanish?

A: Then $D=0$ and (\ref{fast}) gives $\theta=2\Theta_{\rm off}$: the mean sample rise, $\theta/2$, equals the heater rise. Nothing diverges. Solving the fast energy balance $(\Theta_{\rm off}-\Theta)/R_l=(\Theta-\theta g)/R$ at $g=0$ gives
\begin{equation}
A+D=\frac{R_l}{R+R_l}\Theta_{\rm off},
\end{equation}
which is positive for any $\theta$. For still hotter samples $D$ is negative and the same formula holds.

\section{A silicon beam}

Q: Put numbers in, including a sensor that is not fast.

A: Consider a suspended silicon beam in vacuum, 2000 nm long, 200 nm wide and 50 nm thick, with both ends at 300 K. I take a conductivity of 40 W/(m K). The end-to-end resistance is
\begin{equation}
R_b=\frac{2\times10^{-6}}{40\,(2\times10^{-7})(5\times10^{-8})}
=5.0\times10^{6}\ {\rm K/W}.
\end{equation}
Let $x$ be the position along the beam divided by its length. Uniform peak power $P$ gives $d^2s/dx^2=-PR_b$ with $s=0$ at both ends, so the peak rise is $\theta=PR_bx(1-x)/2$. Heat injected at $x$ leaves through $R_bx$ and $R_b(1-x)$ in parallel, so $R_s=R_bx(1-x)$. This treats the temperature as uniform over the beam's cross-section. The constriction of heat flow just beneath a small contact is counted in $R_{ts}$; for a contact of radius $a=10$ nm, the diffusive estimate $1/(4\kappa a)$, with $\kappa$ the beam's conductivity, is about $6\times10^5$ K/W. Phonon paths longer than $a$ make the constriction larger: for a path $\ell=50$ nm, the ballistic estimate $4\ell/(3\pi\kappa a^2)$ is about $5\times10^6$ K/W. For $P=100\ \mu$W and $x=0.30$,
\begin{align}
\theta&=500\times0.105=52.5\ {\rm K},\\
R_s&=5.0\times10^6\times0.21=1.05\times10^6\ {\rm K/W}.
\end{align}

The probe has $P_h=2.0$ mW, $R_l=10^5$ K/W and $\tau=50\ \mu$s, so $\Theta_{\rm off}=200$ K. The contact has $R_{ts}=10^7$ K/W. A 1000 Hz current makes the temperature oscillate at 2000 Hz, and $\Omega\tau=0.628$.

To generate readings, I divided the beam into 40 cells, with volumetric heat capacity $1.66\times10^6$ J/(m$^3$ K), joined the heater to it through the contact, and integrated the heat equations by the trapezoidal rule, 1000 steps per period. The fourth period gives
\begin{equation}
\Theta_0=198.442\ {\rm K},\qquad
\Theta_1=(-0.08481+0.05284\,i)\ {\rm K}.
\end{equation}

Q: Now forget the contact resistance and find the temperature.

A: The drop is $D=1.558$ K, and $\lambda\Theta_1=-0.1180$ K apart from a negligible imaginary part. The denominator of (\ref{working}) is
\begin{equation}
\tfrac12(-0.1180)-\tfrac14(1.558)=-0.4486\ {\rm K}.
\end{equation}
The bracket in the numerator is $200+0.628\,i\times198.44=200+124.7\,i$ K. Multiplied by $\Theta_1$, it has real part
\begin{equation}
-0.08481\times200-0.05284\times124.7=-23.55\ {\rm K}^2 .
\end{equation}
The quotient is 52.5 K, the undisturbed peak rise, or 4.52 meV as $k_B\theta$.

The resistance can be found afterwards. The mean flow is $1.558/10^5=15.58\ \mu$W, and
\begin{equation}
R=\frac{198.44-26.25}{15.58\times10^{-6}}=1.105\times10^7\ {\rm K/W},
\end{equation}
which is $R_{ts}+R_s$. With the probe in contact, the mean rise of the beam's cross-section at the tip position is 42.6 K, against 26.25 K without the probe. The difference is $q_0R_s=16.4$ K, a large disturbance, yet the result refers to the beam without it.

Q: Perhaps you chose a fortunate contact.

A: Repeat the integration with other values of $R_{ts}$, everything else fixed:
\begin{center}
\begin{tabular}{cccc}
$R_{ts}$ (K/W) & drop $D$ (K) & $2|\Theta_1|$ (K) & $\theta$ (K)\\
$3\times10^6$ & 4.187 & 0.539 & 52.5\\
$10^7$ & 1.558 & 0.200 & 52.5\\
$3\times10^7$ & 0.558 & 0.071 & 52.5\\
$10^8$ & 0.172 & 0.022 & 52.5
\end{tabular}
\end{center}
The signals shrink together by a factor of about 24. Raising the beam power eightfold, with the original contact, reverses the mean flow to $-0.90\ \mu$W, and the formula returns 420 K, eight times 52.5 K. That case illustrates the linear algebra; constant conductivities would not be credible over such a range.

\section{What measurement errors do}

Q: Why not use the mean reading with a good estimate of $R$?

A: Because most of the heater-to-bath difference falls across $R$. If $R$ is taken 10\% too large,
\begin{equation}
\theta=\frac{\Theta_0-1.1Rq_0}{g_0}
=2(198.44-189.41)\simeq18.1\ {\rm K},
\end{equation}
instead of 52.5 K. A small relative error in a large subtraction has removed two thirds of the answer.

Q: Your lever calibration could contain a similar subtraction.

A: It would if $q_0$ were computed as $P_h-\Theta_0/R_l$ from a separately calibrated $R_l$. A value of $R_l$ too high by 0.1\% adds about $2\ \mu$W to a flow of $15.6\ \mu$W, and (\ref{general}) then gives 47.3 K. Using the measured $\Theta_{\rm off}$ at the same power avoids this.

Q: That cancellation assumes a linear lever.

A: To leading order in the drop, a local slope is enough. If the lever loss is $L(\Theta)$, then at slow drive
\begin{equation}
q=L(\Theta_{\rm off})-L(\Theta)
\simeq L'(\Theta_{\rm off})(\Theta_{\rm off}-\Theta),
\end{equation}
and the same slope multiplies $q_0$ and $q_1$. For $L=\Theta(1+\gamma\Theta)/R_l$ with $\gamma=10^{-3}$ K$^{-1}$, and the power raised to keep $\Theta_{\rm off}=200$ K, I solved the slow energy balance at 32 phases. Formula (\ref{working}) with $\lambda=1$ gives 52.54 K. At finite frequency, $\tau$ must also be the local value at the working temperature.

Q: How precise must the readings be?

A: Differentiate the logarithm of (\ref{fast}) at fixed $\Theta_{\rm off}$:
\begin{equation}
\frac{\delta\theta}{\theta}
=\frac{\delta A}{A}-\frac{\delta A+\delta D}{A+D}
=\frac{D}{A+D}\left(\frac{\delta A}{A}-\frac{\delta D}{D}\right).
\end{equation}
A common relative gain error in $A$ and $D$ cancels if $\Theta_{\rm off}$ is right. A gain error of the thermometer that scales $\Theta_{\rm off}$ as well passes into $\theta$ in full. An error in the amplitude alone does not. For the finite-frequency readings above, changing one input of (\ref{working}) at a time, an extra 1 mK in the oscillation amplitude at fixed phase raises $\theta$ by 0.23 K, while an extra 1 mK in $\Theta_{\rm off}$ lowers it by 0.03 K. Per millikelvin, the oscillation matters more. Relative to the size of the reading, the steady values are far more demanding: a 1\% error in $\theta$ follows from an error of 1.2\% in the amplitude, but from only 0.009\%, or 18 mK, in $\Theta_{\rm off}$ or $\Theta_0$ alone.

The sensor's lag matters as well. Inserting the uncorrected amplitude 0.1998 K in (\ref{fast}) gives 45.5 K, 13\% below the true value. One must lower the frequency or measure the lag. A single $\tau$ describes a lumped heater, and a real lever stores heat along its length. For a uniform lever of total heat capacity $C_l$ heated at its end, $\lambda=z\coth z$ with $z^2=i\Omega R_lC_l$. If $R_lC_l/3=50\ \mu$s, then $\lambda=1.076+0.614\,i$ here, and using $1+0.628\,i$ instead gives a result 4\% low; at $\Omega\tau=0.2$ the error is below 1\%. At the higher frequency, $\lambda$ must be known as a complex number.

\section{Where the physical model gives way}

Q: A contact between a hot tip and a cooler sample need not have one fixed conductance.

A: With the coefficients assumed below, this causes the largest model error among those I have sized. Let the contact conductance vary as $(1+\beta u)/R$ with local rise $u$, and hold the heater at $\Theta$. For this estimate, neglect the probe's heating of the sample, so that the contact spans the rises from $\theta g$ to $\Theta$ and $R$ is its resistance at $u=0$. Then
\begin{equation}
Rq=\int_{\theta g}^{\Theta}(1+\beta u)\,du
=\Theta-\theta g+\frac{\beta}{2}\left(\Theta^2-\theta^2g^2\right).
\end{equation}
For sinusoidal current,
\begin{equation}
g^2=\frac38-\frac12\cos\Omega t+\frac18\cos2\Omega t .
\end{equation}
Let $a_1$ and $a_2$ be the coefficients of $\cos\Omega t$ and $\cos2\Omega t$ in $Rq$, and $a_0$ its mean:
\begin{align}
a_0&=\Theta-\frac{\theta}{2}+\frac{\beta}{2}\left(\Theta^2-\frac{3\theta^2}{8}\right),\\
a_1&=\frac{\theta}{2}\left(1+\frac{\beta\theta}{2}\right),\qquad
a_2=-\frac{\beta\theta^2}{16}.
\end{align}
With $\Theta_1=0$ and $q_1\propto a_1/2$, equation (\ref{general}) returns $\theta_{\rm est}=2a_1\Theta/(a_0+a_1)$. Adding $a_0$ and $a_1$ cancels the $\theta/2$ terms and leaves
\begin{equation}
\frac{\theta_{\rm est}}{\theta}
=\frac{1+\beta\theta/2}
{1+\frac{\beta}{2}\left[\Theta+\theta^2/(8\Theta)\right]} .
\end{equation}
For an assumed $\beta=-10^{-3}$ K$^{-1}$, $\Theta=198.4$ K and $\theta=52.5$ K, this is $0.9738/0.8999=1.082$. The estimate is about 8\% high: the contact conducts less well between the hot heater and the bath, the calibrating difference, than over the cooler range spanned by the sample. Including the probe's heating of the beam and the heater's response, with the variation confined to $R_{ts}$, lowers the error to about 7\%.

Q: Could the instrument reveal that?

A: The flow acquires a component at $2\Omega$. Its ratio to the component at $\Omega$ is
\begin{equation}
\frac{a_2}{a_1}=-\frac{\beta\theta/8}{1+\beta\theta/2},
\end{equation}
or about 0.7\% here. It is a weak signal, and it identifies $\beta$ only if other nonlinearities are excluded. A sample response containing $g^2$ also produces $2\Omega$, and in this beam it can be the larger part. The temperature-dependent conductivity assumed next gives a ratio of about 1.2\% with the opposite sign. An electrical resistance rising by an assumed $10^{-3}$ per kelvin under current drive gives about the same, and makes the recovered $\theta$ about 0.7\% high.

Q: Silicon's conductivity falls on heating. Your superposition then fails.

A: To size this, let the beam conductivity vary as absolute temperature to the power $-0.7$, a rough choice. Define $\phi=\int_0^s\kappa(u)\,du/\kappa(0)$, with $u$ the rise above the bath. The steady equation is linear in $\phi$, so joule and probe heating add in $\phi$, though not in $s$. Solving the heat balance at 32 phases, with a fast sensor and constant $R_{ts}$, gives a true undisturbed peak of 55.8 K and a recovered value of 57.3 K, 2.7\% high.

Q: How far is all this from a real instrument?

A: Heated silicon probes have lever resistances of order $10^5$ K/W, and nanoscale contacts in vacuum can have resistances of order $10^7$ K/W; these are rough figures. The beam's conductivity is well below that of bulk silicon, as expected for a thin film. A device lying on a substrate would have another $R_s$ and another temperature profile. Equation (\ref{general}) does not use them, provided that $R_s$ is the same for steady and oscillating flow and that $g$ is the actual temperature waveform, including any lag of the substrate. Real contacts and silicon break the assumption of constant conductance, which causes errors of the order of the 8\% and 3\% just found, for the chosen coefficients. In air, heat also crosses the gap, and the out-of-contact reference need not remove it.

Q: And the smaller neglected effects?

A: The beam's slowest thermal mode, $\sin\pi x$, has time constant $cL^2/(\pi^2\kappa)=17$ ns, with $c$ the volumetric heat capacity and $L$ the length. Thus $\Omega$ times that time is $2\times10^{-4}$, and the temperature follows the power closely. For a slower sample, $g$ must be the temperature waveform, including its lag, and even that is not enough, because $R_s$ then differs between steady and oscillating flow. If $\Omega$ times the beam's time constant were 1, the result with the true $g$ would still be about 3\% high for $R_{ts}=10^7$ K/W and about 7\% high for $3\times10^6$ K/W. The net far-field blackbody loss from one broad face to surroundings at 300 K, with the whole face taken at the undisturbed peak temperature of the probed spot, is 0.17 nW, or $7\times10^{-5}$ of the oscillating flow amplitude of $2.36\ \mu$W. Near-field radiation is not included.

The word ``local'' also has a limit. At the probe position the peak temperature gradient of the undisturbed beam is $PR_b(1-2x)/(2L)=0.05$ K/nm, which amounts to 2.5 K over 50 nm. If phonons travel that far between collisions, the diffusive temperature at a point is uncertain on this scale, about 5\% of the rise. Eliminating the contact resistance does not sharpen that definition.
